# Why higher beam energy sharpens forward electron-beam exposure but raises dose: verification in Python

```python
"""
Result under test: in a thin free-standing resist film, a higher beam energy E
 (a) narrows the forward beam: <r^2> = T t^3/3 at path length t, with
     T = 4 pi n Z^2/p^4 * [(1+2/x) ln(1+x) - 2],  x = 4 p^2/mu^2
 (b) raises the dose: N_c = eps_c/(S g), with
     S = 4 pi n Z/v^2 * ln(sqrt(e/2) E/I)
Atomic units inside: p = v = sqrt(2E), n atom density, Z nuclear charge,
mu inverse screening length, I mean excitation energy, t thickness,
eps_c critical energy density, g mean track length in the film divided by t.
The elastic model is Born scattering from V(r) = -Z exp(-mu r)/r.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
LIGHT = 1.0 / const.fine_structure

Z = 6
density_A = 0.1            # atoms per cubic angstrom
excitation_eV = 80.0
thickness_A = 1000.0
critical_eV_A3 = 0.01
energies_eV = (10000.0, 30000.0)

n = density_A * BOHR**3
I = excitation_eV / HARTREE
mu = Z ** (1.0 / 3.0)
t_film = thickness_A / BOHR
rng = np.random.default_rng(20)
N_TRACKS = 300000


def amplitude(q):
    return 2 * Z / (q * q + mu * mu)


def angular_average(E, weight):
    """n times the integral of weight(theta) |f|^2 over solid angle."""
    p = math.sqrt(2 * E)

    def integrand(th):
        q = 2 * p * math.sin(th / 2)
        return weight(th) * amplitude(q) ** 2 * 2 * math.pi * math.sin(th)
    edges = [0.0, min(mu / p, 0.5), min(10 * mu / p, 1.5), math.pi]
    return n * sum(quad(integrand, a, b, epsabs=0, epsrel=1e-9, limit=200)[0]
                   for a, b in zip(edges[:-1], edges[1:]))


def scattering_power(E):
    p2 = 2 * E
    x = 4 * p2 / mu**2
    return 4 * math.pi * n * Z**2 / p2**2 * ((1 + 2 / x) * math.log1p(x) - 2)


def stopping(E):
    return 4 * math.pi * n * Z / (2 * E) * math.log(math.sqrt(math.e / 2) * E / I)


def restricted_stopping(E, W_cut):
    return 2 * math.pi * n * Z / (2 * E) * math.log(4 * E * W_cut / I**2)


# ---------- elastic amplitude and scattering power ----------
for q in (0.5, 2.0, 8.0):
    radial = quad(lambda r: math.exp(-mu * r), 0, np.inf, weight="sin", wvar=q)[0]
    assert abs(2 * Z / q * radial / amplitude(q) - 1) < 1e-5

for e in energies_eV:
    E = e / HARTREE
    direct = angular_average(E, lambda th: math.sin(th) ** 2)
    assert abs(direct / scattering_power(E) - 1) < 1e-6

scan = [angular_average(e / HARTREE, lambda th: math.sin(th) ** 2)
        for e in np.geomspace(100, 30000, 12)]
assert all(b < a for a, b in zip(scan[:-1], scan[1:]))


# ---------- Monte Carlo transport ----------
def deflect(d, w0):
    """Turn unit vectors d by random elastic deflections."""
    size = d.shape[1]
    u = rng.random(size)
    w = w0 * u / (1 + w0 / 2 - u)          # w = 1 - cos(theta)
    s = np.sqrt(np.maximum(w * (2 - w), 0))
    phi = 2 * np.pi * rng.random(size)
    x, y, z = d
    sign = np.copysign(1.0, z)
    a = -1 / (sign + z)
    b = x * y * a
    e1 = np.array([1 + sign * x * x * a, sign * b, -sign * x])
    e2 = np.array([b, sign + y * y * a, -y])
    return s * np.cos(phi) * e1 + s * np.sin(phi) * e2 + (1 - w) * d


def start_beam():
    d = np.zeros((3, N_TRACKS))
    d[2] = 1.0
    return np.zeros((3, N_TRACKS)), d


def spread_at_path_length(E, t):
    """Mean of x^2 + y^2 after path length t in an unbounded medium."""
    mfp = 1 / angular_average(E, lambda th: 1.0)
    w0 = mu**2 / (4 * E)
    pos, d = start_beam()
    left = np.full(N_TRACKS, t)
    while left.max() > 0:
        step = np.minimum(rng.exponential(mfp, N_TRACKS), left)
        pos += d * step
        left = left - step
        d = deflect(d, w0)
    return float(np.mean(pos[0] ** 2 + pos[1] ** 2))


def film_transport(E, t):
    """Track-length factor, median exit radius, fraction leaving backward."""
    mfp = 1 / angular_average(E, lambda th: 1.0)
    w0 = mu**2 / (4 * E)
    pos, d = start_beam()
    total, radii = 0.0, []
    while pos.shape[1] > 0:
        step = rng.exponential(mfp, pos.shape[1])
        face = np.where(d[2] > 0, t, 0.0)
        to_face = (face - pos[2]) / d[2]
        leaves = step >= to_face
        move = np.minimum(step, to_face)
        total += move.sum()
        pos = pos + d * move
        out = leaves & (d[2] > 0)
        radii.append(np.hypot(pos[0][out], pos[1][out]))
        pos, d = pos[:, ~leaves], d[:, ~leaves]
        if pos.shape[1] > 0:
            d = deflect(d, w0)
    radii = np.concatenate(radii)
    return total / (N_TRACKS * t), float(np.median(radii)), 1 - radii.size / N_TRACKS


def spread_with_memory(E, t):
    """Second moment from direction correlations, without weak-scattering limit."""
    k1 = angular_average(E, lambda th: 1 - math.cos(th))
    k2 = 1.5 * angular_average(E, lambda th: math.sin(th) ** 2)
    return 2 * quad(lambda s: 2 / 3 * (1 - math.exp(-k2 * s))
                    * (1 - math.exp(-k1 * (t - s))) / k1, 0, t)[0]


spread_rows = []
for e, t_A in ((10000.0, 1000.0), (30000.0, 1000.0), (10000.0, 500.0)):
    E, t = e / HARTREE, t_A / BOHR
    simulated = spread_at_path_length(E, t)
    leading = scattering_power(E) * t**3 / 3
    # sampling error is near 1 percent because rare large angles matter
    assert abs(simulated / spread_with_memory(E, t) - 1) < 0.04
    # the weak-scattering law also omits terms of relative order T t
    assert abs(simulated / leading - 1) < 0.10
    spread_rows.append((e, t_A, math.sqrt(leading) * BOHR, math.sqrt(simulated) * BOHR))


# ---------- energy loss: explicit sums for a harmonically bound electron ----------
def oscillator_low_loss(E, omega, n_max):
    """Loss cross section per electron from excitations up to n_max*omega."""
    p = math.sqrt(2 * E)
    total = 0.0
    for k in range(1, n_max + 1):
        p_out = math.sqrt(p * p - 2 * k * omega)

        def integrand(log_q):
            q = math.exp(log_q)
            u = q * q / (2 * omega)
            strength = math.exp(-u + k * math.log(u) - math.lgamma(k + 1))
            return strength / q**2
        integral = quad(integrand, math.log(p - p_out), math.log(p + p_out),
                        limit=200)[0]
        total += k * omega * 8 * math.pi / p**2 * integral
    return total


def close_loss(E, W_cut):
    """Loss cross section from free-electron collisions with exchange."""
    def integrand(W):
        return W * (1 / W**2 + 1 / (E - W) ** 2 - 1 / (W * (E - W)))
    return 2 * math.pi / (2 * E) * quad(integrand, W_cut, E / 2)[0]


n_max = 10
W_cut = (n_max + 0.5) * I      # halfway between two excitation energies
loss_checks = []
for e in energies_eV:
    E = e / HARTREE
    low = n * Z * oscillator_low_loss(E, I, n_max)
    full = low + n * Z * close_loss(E, W_cut)
    # remaining differences are of order I/W_cut and W_cut/E inside the logarithm
    assert abs(low / restricted_stopping(E, W_cut) - 1) < 0.02
    assert abs(full / stopping(E) - 1) < 0.015
    loss_checks.append(full / stopping(E))

# the separate closed form for close collisions, at a very small cut
E = energies_eV[1] / HARTREE
small_cut = 1e-4 * E
closed = 2 * math.pi / (2 * E) * (math.log(E / (2 * small_cut)) + 1 - 2 * math.log(2))
assert abs(close_loss(E, small_cut) / closed - 1) < 1e-3

peak = minimize_scalar(lambda y: -stopping(y * I), bounds=(1.0, 10.0), method="bounded").x
peak_formula = math.e / math.sqrt(math.e / 2)
assert abs(peak / peak_formula - 1) < 1e-3

# ---------- worked example ----------
to_loss = HARTREE / BOHR
rows = []
for e in energies_eV:
    E = e / HARTREE
    g, median, back = film_transport(E, t_film)
    S = stopping(E) * to_loss
    tau = E / LIGHT**2
    v2 = LIGHT**2 * (1 - 1 / (1 + tau) ** 2)
    rows.append(dict(
        e=e, T=scattering_power(E) / BOHR, S=S, g=g, median=median * BOHR, back=back,
        rms=math.sqrt(scattering_power(E) * t_film**3 / 3) * BOHR,
        hits=t_film * angular_average(E, lambda th: 1.0),
        Sr=restricted_stopping(E, W_cut) * to_loss, dose=critical_eV_A3 / (S * g),
        lost=S * g * thickness_A / e, born=Z / math.sqrt(2 * E),
        kS=2 * E / v2, kT=(2 * E / ((1 + tau) * v2)) ** 2))
lo, hi = rows
loss_part = math.log(lo["S"] / hi["S"])
track_part = math.log(lo["g"] / hi["g"])

assert hi["rms"] < lo["rms"] and hi["median"] < lo["median"]
assert hi["S"] < lo["S"] and hi["Sr"] < lo["Sr"] and hi["dose"] > lo["dose"]
assert 1 < hi["g"] < lo["g"] < 1.1
assert 0 < track_part < loss_part / 5
assert max(lo["lost"], hi["lost"]) < 0.1

print(f"nuclear charge: {Z}; atom density: {density_A} per A^3")
print(f"mean excitation energy: {excitation_eV:.0f} eV")
print(f"screening length 1/mu: {BOHR / mu:.4f} A")
print(f"film thickness: {thickness_A:.0f} A")
print(f"critical energy density: {critical_eV_A3} eV/A^3")
print(f"energy of maximum loss / I: {peak:.3f} (formula {peak_formula:.3f})")
to_uC = const.e * 1e6 * 1e16
for r in rows:
    print(f"--- beam energy {r['e']:.0f} eV")
    print(f"Born parameter Z/v: {r['born']:.3f}")
    print(f"mean elastic collisions in thickness t: {r['hits']:.2f}")
    print(f"scattering power T: {r['T']:.3e} rad^2/A")
    print(f"rms spread sqrt(T t^3/3): {r['rms']:.1f} A")
    print(f"median exit radius (simulated): {r['median']:.1f} A")
    print(f"fraction leaving backward: {r['back']:.4f}")
    print(f"energy loss S: {r['S']:.4f} eV/A")
    print(f"loss in transfers below {W_cut * HARTREE:.0f} eV: {r['Sr']:.4f} eV/A")
    print(f"track-length factor g (simulated): {r['g']:.4f}")
    print(f"fraction of beam energy lost in film: {r['lost']:.4f}")
    print(f"dose: {r['dose']:.5f} electrons/A^2 = {r['dose'] * to_uC:.1f} microcoulomb/cm^2")
    print(f"relativistic kinematic factor on S: {r['kS']:.3f}, on T: {r['kT']:.3f}")
print("--- comparison, high energy over low energy")
print(f"T ratio: {hi['T'] / lo['T']:.4f}")
print(f"rms spread ratio: {hi['rms'] / lo['rms']:.4f}")
print(f"median exit radius ratio: {hi['median'] / lo['median']:.4f}")
print(f"S ratio: {hi['S'] / lo['S']:.4f}")
print(f"restricted loss ratio: {hi['Sr'] / lo['Sr']:.4f}")
print(f"dose ratio: {hi['dose'] / lo['dose']:.3f}")
print(f"log dose ratio: loss part {loss_part:.4f}, track-length part {track_part:.4f}")
print(f"dose ratio with kinematic factors: {hi['dose'] / lo['dose'] * lo['kS'] / hi['kS']:.3f}")
print(f"rms ratio with kinematic factors: {hi['rms'] / lo['rms'] * math.sqrt(hi['kT'] / lo['kT']):.4f}")
print("--- checks")
for e, t_A, lead, sim in spread_rows:
    print(f"rms at {e:.0f} eV, path {t_A:.0f} A: law {lead:.1f} A, simulated {sim:.1f} A")
for e, ratio in zip(energies_eV, loss_checks):
    print(f"oscillator loss sum / formula at {e:.0f} eV: {ratio:.4f}")
print("finished without a failed check")
```

Output:

```
nuclear charge: 6; atom density: 0.1 per A^3
mean excitation energy: 80 eV
screening length 1/mu: 0.2912 A
film thickness: 1000 A
critical energy density: 0.01 eV/A^3
energy of maximum loss / I: 2.332 (formula 2.332)
--- beam energy 10000 eV
Born parameter Z/v: 0.221
mean elastic collisions in thickness t: 5.21
scattering power T: 1.128e-04 rad^2/A
rms spread sqrt(T t^3/3): 193.9 A
median exit radius (simulated): 105.8 A
fraction leaving backward: 0.0078
energy loss S: 0.3894 eV/A
loss in transfers below 840 eV: 0.3348 eV/A
track-length factor g (simulated): 1.0674
fraction of beam energy lost in film: 0.0416
dose: 0.02406 electrons/A^2 = 38.5 microcoulomb/cm^2
relativistic kinematic factor on S: 1.029, on T: 1.019
--- beam energy 30000 eV
Born parameter Z/v: 0.128
mean elastic collisions in thickness t: 1.74
scattering power T: 1.536e-05 rad^2/A
rms spread sqrt(T t^3/3): 71.6 A
median exit radius (simulated): 21.9 A
fraction leaving backward: 0.0007
energy loss S: 0.1584 eV/A
loss in transfers below 840 eV: 0.1259 eV/A
track-length factor g (simulated): 1.0084
fraction of beam energy lost in film: 0.0053
dose: 0.06259 electrons/A^2 = 100.3 microcoulomb/cm^2
relativistic kinematic factor on S: 1.089, on T: 1.058
--- comparison, high energy over low energy
T ratio: 0.1363
rms spread ratio: 0.3691
median exit radius ratio: 0.2065
S ratio: 0.4068
restricted loss ratio: 0.3761
dose ratio: 2.602
log dose ratio: loss part 0.8993, track-length part 0.0568
dose ratio with kinematic factors: 2.460
rms ratio with kinematic factors: 0.3760
--- checks
rms at 10000 eV, path 1000 A: law 193.9 A, simulated 188.2 A
rms at 30000 eV, path 1000 A: law 71.6 A, simulated 71.3 A
rms at 10000 eV, path 500 A: law 68.5 A, simulated 67.6 A
oscillator loss sum / formula at 10000 eV: 0.9974
oscillator loss sum / formula at 30000 eV: 0.9938
finished without a failed check
```
